# The Fröhlich vertex of a polar monolayer at long wavelength

## A rigid polarization wave in vacuum

Take a flat sheet in vacuum whose dipole moment per unit area is \(P\cos(qx)\), directed along \(x\). Nothing else responds. In Hartree atomic units, with the proton charge equal to \(+1\), the bound charge per unit area is

\[
\sigma(x)=-\partial_x\,[P\cos(qx)]=qP\sin(qx).
\]

Above and below the sheet the potential obeys Laplace's equation, so a component that varies as \(\sin(qx)\) must decay as \(e^{-q|z|}\). Write it as \(\phi_0\sin(qx)e^{-q|z|}\). Its slope in \(z\) jumps by \(-2q\phi_0\sin(qx)\) at the sheet, and Gauss's law sets this jump equal to \(-4\pi\sigma\). Hence

\[
\phi_0=\frac{2\pi}{q}\,qP=2\pi P .
\]

The wavevector has cancelled. A longer wave has less bound charge, in proportion to \(q\), but each charge component produces a larger potential, in proportion to \(1/q\).

In a bulk crystal with dipole density \(P_3\cos(qx)\), the charge density is again \(q\) times the polarization, but Poisson's equation \(q^2\phi_0=4\pi qP_3\) gives \(\phi_0=4\pi P_3/q\), which diverges. The difference lies in the Coulomb kernel, \(2\pi/q\) for a sheet and \(4\pi/q^2\) for a bulk. What remains is to include screening, the frequency shift that the field causes, and the quantum amplitude of the vibration.

## Model and conventions

The monolayer has \(N\) cells of area \(A\), each with two ions of masses \(M_1,M_2\) and in-plane Born charges \(+Z,-Z\). Its electrons have an in-plane polarizability \(\alpha\) per unit area, which is a length. The response is isotropic in the plane, the ions are harmonic, and there are no free carriers. Dielectric half-spaces of permittivity \(\varepsilon_1\) and \(\varepsilon_2\) fill the two sides, with mean

\[
\kappa=\tfrac12(\varepsilon_1+\varepsilon_2).
\]

These media are taken to have no polar vibrations of their own. The Coulomb interaction is instantaneous, which requires \(q\gg\sqrt{\varepsilon_{\rm max}}\,\omega/c_0\), where \(\varepsilon_{\rm max}\) is the larger of \(\varepsilon_1,\varepsilon_2\) and \(c_0\) is the speed of light in vacuum; the continuum description requires \(q\ll1/a\), where \(a\) is the lattice constant. "Long wavelength" means this window.

All fields carry the factor \(e^{i\mathbf q\cdot\mathbf r}\), with \(\mathbf q\) in the plane. Let ion \(j\) at equilibrium position \(\mathbf R_j\) move by \(\mathbf u_je^{i\mathbf q\cdot\mathbf R_j}\). To first order, displacing a charge \(Z_j\) changes the density by \(-Z_j\mathbf u_j\cdot\nabla\delta(\mathbf r-\mathbf R_j)\), times the phase. The Fourier component at \(\mathbf q\) is therefore

\[
\rho_{\rm ion}=-\frac{i\mathbf q}{A}\cdot\sum_jZ_j\mathbf u_j
=-i\mathbf q\cdot\mathbf P_{\rm ion},\qquad
\mathbf P_{\rm ion}=\frac{Z\mathbf u}{A},
\tag{1}
\]

where \(\mathbf u=\mathbf u_1-\mathbf u_2\). A common displacement of the two ions drops out because their charges sum to zero. Components at \(\mathbf q+\mathbf G\), with \(\mathbf G\) a nonzero reciprocal vector, belong to the short-range coupling and are not part of the Fröhlich vertex. Piezoelectric charges and those of in-plane quadrupoles are also left out. They are of order \(q^2\), so the sheet kernel turns them into potentials of order \(q\), which do not alter the limit sought here. A quadrupole along the normal is different: it has no net charge per unit area, yet it can leave a finite potential inside the layer as \(q\to0\). In a layer that is isotropic in the plane, a uniform in-plane displacement cannot produce one, because it would have to single out a direction in the plane.

## The screened potential

With media on both sides, the flux leaving the sheet is \((\varepsilon_1+\varepsilon_2)q\phi\). Setting it equal to \(4\pi\rho\) gives

\[
\phi=\frac{2\pi}{\kappa q}\rho .
\tag{2}
\]

The electrons add a polarization \(\alpha\mathbf E\), where \(\mathbf E=-i\mathbf q\phi\) is the total in-plane field. The total charge is

\[
\rho=-i\mathbf q\cdot(\mathbf P_{\rm ion}+\alpha\mathbf E)
=-i\mathbf q\cdot\mathbf P_{\rm ion}-\alpha q^2\phi ,
\]

since \((-i\mathbf q)\cdot(-i\mathbf q)=-q^2\). Insert this into (2), multiply by \(\kappa\), and collect the terms in \(\phi\):

\[
(\kappa+2\pi\alpha q)\phi=-2\pi i\,\hat{\mathbf q}\cdot\mathbf P_{\rm ion}.
\]

It is useful to separate the response function \(W\), the modulus of the potential per unit longitudinal ionic dipole density:

\[
\phi=-i\,W(q)\,\hat{\mathbf q}\cdot\mathbf P_{\rm ion},\qquad
W(q)=\frac{2\pi}{\kappa+2\pi\alpha q}.
\tag{3}
\]

The electronic screening of the sheet disappears as \(q\to0\), because the polarization charge it can supply is proportional to \(q^2\phi\). The surroundings fill space and continue to screen, so \(W(0)=2\pi/\kappa\).

The same limit holds for a slab of fixed thickness \(d\) and finite permittivity \(\varepsilon_s\). Integrating Poisson's equation across the slab gives

\[
q\,(\varepsilon_1\phi_{\rm top}+\varepsilon_2\phi_{\rm bottom})
+\varepsilon_sq^2\!\int\!\phi\,dz=4\pi\rho ,
\]

with \(\rho\) the ionic charge per unit area. At fixed dipole density the flux across the slab is of order \(q\), so \(\phi\) varies across it by an amount of order \(qd\). The integral term is smaller than the surface terms by a factor of order \(\varepsilon_sqd/(2\kappa)\). Both corrections vanish with \(q\), and (2) is recovered. Thickness changes the slope at small \(q\) but not the limit.

## The vibration and its quantum amplitude

Let \(K\) be the short-range spring constant for relative displacement. Its own smooth dependence on \(q\) is neglected. The equations of motion are

\[
M_1\ddot{\mathbf u}_1=-K\mathbf u+Z\mathbf E,\qquad
M_2\ddot{\mathbf u}_2=+K\mathbf u-Z\mathbf E .
\]

Divide each by its mass and subtract. With \(1/\mu=1/M_1+1/M_2\) and \(K=\mu\omega_{\rm TO}^2\),

\[
\mu\ddot{\mathbf u}=-\mu\omega_{\rm TO}^2\mathbf u+Z\mathbf E .
\]

From (3), \(\mathbf E=-i\mathbf q\phi=-qW\,\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P_{\rm ion})\). A transverse displacement has \(\hat{\mathbf q}\cdot\mathbf u=0\): it makes no field, keeps the frequency \(\omega_{\rm TO}\), and has no Fröhlich coupling. For a longitudinal displacement the field opposes the motion, and

\[
\omega_{\rm LO}^2(q)=\omega_{\rm TO}^2+\frac{Z^2}{\mu A}\,qW(q)
=\omega_{\rm TO}^2+\frac{2\pi Z^2q}{\mu A(\kappa+2\pi\alpha q)} .
\tag{4}
\]

The potential stays finite as \(q\to0\), but the field is its gradient and vanishes. The LO and TO frequencies therefore meet at zero wavevector, with a splitting linear in \(q\).

The relative motion has kinetic energy \(\tfrac12\mu\dot{\mathbf u}^2\) per cell. Expand it in Bloch waves, \(\mathbf u_{\mathbf R}=N^{-1/2}\sum_{\mathbf q}\mathbf e_{\mathbf q}Q_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}\), with real unit vectors \(\mathbf e_{-\mathbf q}=\mathbf e_{\mathbf q}\) parallel or antiparallel to \(\mathbf q\). Each \(Q_{\mathbf q}\) is an oscillator coordinate of mass \(\mu\), so \(Q_{\mathbf q}=(b_{\mathbf q}+b^\dagger_{-\mathbf q})/\sqrt{2\mu\omega_{\rm LO}}\). The displacement amplitude that multiplies the phonon operators is

\[
\frac{\mathbf e_{\mathbf q}}{\sqrt{2N\mu\omega_{\rm LO}(q)}} .
\]

An electron has charge \(-1\) and energy \(-\phi\). Substituting the amplitude into (1) and (3) gives

\[
H_{\rm int}=\sum_{\mathbf q}g(\mathbf q)\,e^{i\mathbf q\cdot\mathbf r}
(b_{\mathbf q}+b^\dagger_{-\mathbf q}),
\]

\[
\boxed{\;g(\mathbf q)=i(\hat{\mathbf q}\cdot\mathbf e_{\mathbf q})\,
\frac{2\pi Z}{A}\,
\frac{1}{\sqrt{2N\mu\omega_{\rm LO}(q)}}\,
\frac{1}{\kappa+2\pi\alpha q}\;}
\tag{5}
\]

Since \(\hat{\mathbf q}\) changes sign with \(\mathbf q\) and \(\mathbf e_{\mathbf q}\) does not, \(g(-\mathbf q)=g(\mathbf q)^*\), as a Hermitian interaction requires. The limit of the modulus is

\[
\sqrt N\,|g(0^+)|=\frac{2\pi Z}{\kappa A\sqrt{2\mu\omega_{\rm TO}}} .
\tag{6}
\]

The factor \(\sqrt N\) removes the normalization of a single mode, which would make any vertex vanish in a large crystal. Finite does not mean analytic. For a fixed displacement direction the potential is proportional to the cosine of the angle between \(\mathbf q\) and \(\mathbf u\). It approaches different values from different directions and reverses sign through \(q=0\). For the LO mode itself \(\mathbf e_{\mathbf q}\) turns with \(\mathbf q\), so the modulus (6) is the same from every direction. The sign change of (5) through \(q=0\) belongs to the choice of real eigenvectors: the choice \(\mathbf e_{\mathbf q}=i\hat{\mathbf q}\), which obeys \(\mathbf e_{-\mathbf q}=\mathbf e_{\mathbf q}^*\), makes \(g\) real with a single limit, and the dependence on direction then sits in the eigenvector.

## Dielectric form and the approach to the limit

Under a static uniform field \(E\), the relative displacement is \(u=ZE/(\mu\omega_{\rm TO}^2)\), which contributes a dipole density \(Zu/A\). The static sheet polarizability is therefore

\[
\alpha_0=\alpha+\Delta\alpha,\qquad
\Delta\alpha=\frac{Z^2}{A\mu\omega_{\rm TO}^2}.
\]

Define \(\varepsilon_\infty(q)=\kappa+2\pi\alpha q\) and \(\varepsilon_0(q)=\kappa+2\pi\alpha_0q\). Equation (4) becomes

\[
\frac{\omega_{\rm LO}^2}{\omega_{\rm TO}^2}
=1+\frac{2\pi\Delta\alpha\,q}{\varepsilon_\infty(q)}
=\frac{\varepsilon_0(q)}{\varepsilon_\infty(q)} .
\tag{7}
\]

To put the vertex in the same language, square (5) and use (4) in the form \(Z^2/(\mu A)=(\omega_{\rm LO}^2-\omega_{\rm TO}^2)\,\varepsilon_\infty/(2\pi q)\):

\[
N|g|^2=\frac{4\pi^2Z^2}{2\mu A^2\omega_{\rm LO}\varepsilon_\infty^2}
=\frac{\pi\,(\omega_{\rm LO}^2-\omega_{\rm TO}^2)}{Aq\,\omega_{\rm LO}\,\varepsilon_\infty}
=\frac{\pi\omega_{\rm LO}}{Aq}
\left[\frac1{\varepsilon_\infty(q)}-\frac1{\varepsilon_0(q)}\right].
\tag{8}
\]

The last step uses (7). The prefactor contains \(1/q\), but the bracket tends to \(2\pi\Delta\alpha\,q/\kappa^2\). Replacing the bracket by a constant, as would be right in a bulk, would create a divergence that the sheet does not have.

For small \(q\), the screening factor in (5) contributes \(1-2\pi\alpha q/\kappa\). Equation (7) gives \(\omega_{\rm LO}\simeq\omega_{\rm TO}(1+\pi\Delta\alpha\,q/\kappa)\), whose power \(-\tfrac12\) contributes \(1-\pi\Delta\alpha\,q/(2\kappa)\). Together,

\[
|g(q)|\simeq|g(0^+)|(1-Lq),\qquad
L=\frac{2\pi\alpha+\tfrac12\pi\Delta\alpha}{\kappa}.
\tag{9}
\]

This slope belongs to a sheet of zero thickness. The spread of the charge normal to a real layer adds another correction linear in \(q\).

## Recovering the bulk divergence from monolayers

Stack identical sheets in vacuum at spacing \(c\), all vibrating in phase. A sheet at distance \(|m|c\) contributes with weight \(e^{-qc|m|}\), so the kernel \(2\pi/q\) is multiplied by

\[
S=\sum_{m=-\infty}^{\infty}e^{-qc|m|}
=\frac{1+e^{-qc}}{1-e^{-qc}}=\coth\frac{qc}{2}.
\]

By mirror symmetry there is no normal field at any sheet, so the in-plane polarizability suffices. Repeating the screening calculation with \(\kappa=1\) gives \(\phi=(2\pi S/q)(-i\mathbf q\cdot\mathbf P_{\rm ion}-\alpha q^2\phi)\), hence

\[
W_{\rm bulk}(q)=\frac{2\pi S}{1+2\pi\alpha qS}
\;\longrightarrow\;\frac{4\pi}{cq\,\varepsilon_b},\qquad
\varepsilon_b=1+\frac{4\pi\alpha}{c},
\tag{10}
\]

where \(S\to2/(qc)\) was used. About \(1/(qc)\) layers on each side act together, and their number grows without limit as the wave lengthens. This is the origin of the bulk divergence.

The equation of motion and the quantum amplitude are unchanged, so for either geometry

\[
\omega_{\rm LO}^2=\omega_{\rm TO}^2+\frac{Z^2qW}{\mu A},\qquad
\sqrt N|g|=\frac{ZW}{A\sqrt{2\mu\omega_{\rm LO}}},
\tag{11}
\]

with \(N\) now counting the cells of all layers. In the bulk limit \(qW\) is constant, so the LO-TO splitting survives at \(q\to0\). Squaring the vertex and eliminating \(Z^2\) through the frequency relation gives

\[
N|g|^2=\frac{W}{2A\,q\,\omega_{\rm LO}}(\omega_{\rm LO}^2-\omega_{\rm TO}^2)
=\frac{2\pi\omega_{\rm LO}}{Ac\,q^2}
\left[\frac1{\varepsilon_b}-\frac1{\varepsilon_{b0}}\right],
\]

where \(\varepsilon_{b0}=1+4\pi\alpha_0/c\) and \(\omega_{\rm LO}^2/\omega_{\rm TO}^2=\varepsilon_{b0}/\varepsilon_b\). This is the usual three-dimensional Fröhlich form. Its bracket is constant, and \(|g|\) grows as \(1/q\).

A stack of \(m\) layers behaves differently from an infinite one. Once \(qcm\ll1\) and \(2\pi\alpha qm\ll1\), every layer contributes fully and the potential per unit sheet dipole tends to \(2\pi m\). It is finite for each finite \(m\). The limits \(m\to\infty\) and \(q\to0\) do not commute.

## Worked example

The parameters are round model values for a hexagonal lattice: \(a=6\) bohr, \(Z=2\), \(M_1=180000\) and \(M_2=60000\) electron masses, \(\omega_{\rm TO}=0.0018\) hartree, and \(\alpha=6\) bohr. Then

\[
A=\tfrac{\sqrt3}{2}\,6^2=31.18\ \text{bohr}^2,\qquad
\mu=\frac{180000\times60000}{240000}=45000 .
\]

The zero-point factor is \(1/\sqrt{2\times45000\times0.0018}=0.0786\) bohr. In vacuum, (6) gives

\[
\sqrt N|g(0^+)|=\frac{2\pi\times2}{31.18}\times0.0786
=0.0317\ \text{hartree}=0.862\ \text{eV}.
\]

On a substrate with \(\varepsilon_2=4\) and vacuum above, \(\kappa=2.5\) and the value falls to \(0.0127\) hartree, or \(0.345\) eV. This \(\varepsilon_2\) is a model value for a medium without polar vibrations. The permittivity of a polar substrate changes with frequency near its own phonons, and a constant \(\kappa\) does not describe it when those lie close to \(\omega_{\rm LO}\). The ionic polarizability is \(\Delta\alpha=4/(31.18\times45000\times0.0018^2)=0.880\) bohr. In vacuum, \(L=37.70+1.38=39.1\) bohr, so the reduction at small \(q\) comes mainly from electronic screening.

For the bulk comparison, the sheets are stacked at \(c=12\) bohr, which gives \(\varepsilon_b=1+2\pi=7.28\) and \(\varepsilon_{b0}=8.20\). Evaluating (11) with the two functions \(W\), and \(\kappa=1\), gives the following values. Wavevectors are in bohr\(^{-1}\), the other columns in hartree.

| \(q\) | \(\omega_{\rm LO}\) sheet | \(\omega_{\rm LO}\) bulk | \(\sqrt N\lvert g\rvert\) sheet | \(\sqrt N\lvert g\rvert\) bulk |
|---|---|---|---|---|
| 0.1 | 0.0019015 | 0.0019120 | 0.00646 | 0.00713 |
| 0.01 | 0.0018358 | 0.0019105 | 0.0228 | 0.0704 |
| 0.001 | 0.0018048 | 0.0019105 | 0.0305 | 0.703 |
| 0.0001 | 0.0018005 | 0.0019105 | 0.0315 | 7.03 |

Over the last two decades the bulk vertex grows tenfold per decade, while the sheet vertex settles toward \(0.0317\). The sheet frequency returns to \(\omega_{\rm TO}\), and the bulk frequency does not.

At \(q=0.1\) the two vertices are close. There \(2\pi\alpha q=3.77\), and when this number is large both forms of \(W\) approach \(1/(\alpha q)\), whatever the value of \(S\). With \(x=2\pi\alpha q\), the ratio \(W_{\rm bulk}/W=S(1+x)/(1+xS)\) stays below \(1+1/x=1.27\). Here \(x\) is only moderately large, and the modest value \(S=1.86\) brings the ratio down to \(1.11\). The row has \(qa=0.6\), which does not satisfy \(q\ll1/a\), so it illustrates the formulas and is not a quantitative prediction. Within the continuum window, a monolayer can look bulk-like in this way only if \(2\pi\alpha\gg a\). Its finite limit becomes visible only when \(q\) is well below \(\kappa/(2\pi\alpha)\), here \(0.027\) bohr\(^{-1}\) in vacuum.

In vacuum the instantaneous treatment requires \(q\gg\omega_{\rm TO}/c_0=1.3\times10^{-5}\) bohr\(^{-1}\). The last row is about eight times this value, so it lies near the edge of the window. The symbol \(q\to0\) in (6) denotes the plateau above that edge.

## Use in a calculation

For several ions per cell, let \(\mathbf e_j\) be the normalized mass-weighted eigenvector and \(\mathsf Z_j\) the in-plane Born tensor. The amplitude of ion \(j\) is \(\mathbf e_j/\sqrt{2NM_j\omega}\), and the vertex due to in-plane dipoles becomes

\[
g(\mathbf q)=\frac{2\pi i}{A(\kappa+2\pi\alpha q)}
\sum_j\frac{\hat{\mathbf q}\cdot\mathsf Z_j\mathbf e_j}{\sqrt{2NM_j\omega}} .
\tag{12}
\]

A mode that also carries a dipole normal to the layer needs a further term, because the potential of that dipole is of the same order in \(q\), with opposite signs on the two sides of the layer.

For two ions moving in the plane, \(e_1=\sqrt{\mu/M_1}\) and \(e_2=-\sqrt{\mu/M_2}\), so the sum over \(Z_je_j/\sqrt{M_j}\) is \(Z\sqrt\mu\,(1/M_1+1/M_2)=Z/\sqrt\mu\), which returns (5). The eigenvectors must follow the phase convention of (1), in which the wave is evaluated at each ion's own position. Between Bloch states, \(g\) is multiplied by the overlap of their periodic parts at \(\mathbf k\) and \(\mathbf k+\mathbf q\). For a nondegenerate band with a smooth choice of phase it tends to one within the band, and to zero between different bands.

A calculation that repeats the monolayer periodically along \(z\) with period \(c\) computes a stack, not an isolated sheet. Its kernel carries the factor \(S=1+2/(e^{qc}-1)\). The images are negligible for \(qc\gg1\), but at fixed \(c\) the limit \(q\to0\) produces the bulk divergence of (10). The finite vertex requires a Coulomb kernel truncated between the images, or an explicit replacement of \(W_{\rm bulk}\) by \(W\) in both the dynamical matrix and the vertex.

Free carriers and nearby gates both change the vertex. Suppose first that free carriers in the layer form a degenerate gas, with density of states \(D\) per unit area at the Fermi level, and follow the potential statically. This requires \(qv\gg\omega_{\rm LO}\), where \(v\) is the Fermi velocity, and also \(q<2k_F\), where \(k_F\) is the Fermi wavevector. For a parabolic band \(2k_Fv\) is four times the Fermi energy, so both conditions can hold only if four times the Fermi energy is much larger than \(\omega_{\rm LO}\), which is about \(50\) meV in the example. For a band of mass \(0.5\) with fourfold degeneracy, a density of \(10^{13}\) cm\(^{-2}\) gives a Fermi energy of only \(24\) meV, and the static form does not apply there. The carriers then add a charge \(-D\phi\), and

\[
|\phi|=\frac{2\pi q\,|\hat{\mathbf q}\cdot\mathbf P_{\rm ion}|}
{\kappa q+2\pi\alpha q^2+2\pi D},
\]

which is proportional to \(q\) where the carrier term dominates. This form cannot be continued to \(q\to0\) at a fixed phonon frequency. Once \(qv\ll\omega_{\rm LO}\), the carriers no longer follow statically. Their charge becomes proportional to \(q^2\phi\), with a sign opposite to that of the bound electrons, and its effect also disappears as \(q\to0\). It need not be small throughout this regime: the plasmon frequency of the sheet falls to zero with \(q\) and can cross the phonon frequency there. Near the crossing the two modes mix, and a frequency-dependent response is needed.

A perfectly conducting gate at distance \(h\) in vacuum adds an image of opposite charge at distance \(2h\). The bare kernel becomes \(2\pi(1-e^{-2qh})/q\), which tends to \(4\pi h\), and the vertex vanishes linearly once \(qh\ll1\). Equation (6) therefore describes the plateau of an undoped layer whose distance to any gate is much larger than \(1/q\). Since the plateau also needs \(q\ll\kappa/(2\pi\alpha)\), it exists only if \(h\gg2\pi\alpha/\kappa\), and it is approached slowly. With \(s=1-e^{-2qh}\) the response in vacuum is \(W=2\pi s/(1+2\pi\alpha qs)\). For the parameters above, where \(2\pi\alpha\) is \(2\) nm, the vertex peaks at about \(0.83\) of the value (6) for \(h=20\) nm and \(0.98\) for \(h=300\) nm.
